# Apparent activation energy of passivation with Gaussian-distributed barriers: a program that tests the result

```python
"""Initial passivation rate of defects with Gaussian-distributed barriers.

Result under test: if each defect reacts at r = r0*exp(-E/kT), and E is
Gaussian with mean MEAN and standard deviation SIGMA, the initial average
rate has the local Arrhenius slope  E_app = MEAN - SIGMA**2/kT.
Symbols: beta = 1/kT (1/eV), r0 = K0*H2 (1/s), K0 = bimolecular prefactor,
H2 = dissolved molecular hydrogen density. Energies are in eV.
Averages are computed by quadrature over the barrier distribution.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit
from scipy.stats import norm

KB = const.k / const.e
MEAN, SIGMA = 1.50, 0.06
K0, H2 = 1e-7, 3e17
R0 = K0 * H2
T_MAIN = const.zero_Celsius + 250.0
T_ANNEAL = const.zero_Celsius + 400.0
B = 1 / (KB * T_MAIN)
B_ANNEAL = 1 / (KB * T_ANNEAL)

Z = np.linspace(-14, 14, 4001)
W = np.exp(-Z**2 / 2) / np.sqrt(2 * np.pi) * (Z[1] - Z[0])


def average(values):
    return float(np.sum(W * values))


def rates(beta, mean=MEAN, sigma=SIGMA):
    return R0 * np.exp(-beta * (mean + sigma * Z))


def mean_rate(beta, mean=MEAN, sigma=SIGMA):
    return average(rates(beta, mean, sigma))


def slope(function, beta, step=1e-2):
    """Apparent energy -d ln(function)/d beta by central difference."""
    upper, lower = function(beta + step), function(beta - step)
    return -(np.log(upper) - np.log(lower)) / (2 * step)


def passivated(beta, time):
    return average(-np.expm1(-rates(beta) * time))


def time_to_fraction(beta, fraction):
    def mismatch(log_time):
        return np.log(passivated(beta, np.exp(log_time)) / fraction)
    return np.exp(brentq(mismatch, -30, 60, xtol=1e-13, rtol=1e-14))


def energy_at_fraction(fraction):
    """Activation energy of the time needed to reach a given fraction."""
    return -slope(lambda b: time_to_fraction(b, fraction), B)


# Main result, for several widths, means and temperatures
for temperature in (T_MAIN, T_ANNEAL):
    beta = 1 / (KB * temperature)
    for mean, sigma in ((1.5, 0.03), (1.5, 0.06), (1.2, 0.10)):
        numeric = slope(lambda b: mean_rate(b, mean, sigma), beta)
        assert abs(numeric - (mean - sigma**2 * beta)) < 1e-8
        closed = R0 * np.exp(-beta * mean + (beta * sigma)**2 / 2)
        assert abs(mean_rate(beta, mean, sigma) / closed - 1) < 1e-10

# The same slope taken in temperature
dT = 0.1
log_high = np.log(mean_rate(1 / (KB * (T_MAIN + dT))))
log_low = np.log(mean_rate(1 / (KB * (T_MAIN - dT))))
e_temperature = KB * T_MAIN**2 * (log_high - log_low) / (2 * dT)
e_app = slope(mean_rate, B)
assert abs(e_temperature - (MEAN - SIGMA**2 * B)) < 1e-6

# Kinetic meaning of the initial rate and bounds at finite time
initial = mean_rate(B)
second = average(rates(B)**2)
assert abs(passivated(B, 1e-4) / 1e-4 / initial - 1) < 1e-6
for time in (10.0, 60.0, 600.0):
    fraction = passivated(B, time)
    assert initial * time - second * time**2 / 2 < fraction < initial * time

# Rate-weighted barrier distribution: shifted centre, unchanged width
energies = MEAN + SIGMA * Z
weighted_mean = average(energies * rates(B)) / initial
weighted_var = average((energies - weighted_mean)**2 * rates(B)) / initial
assert abs(weighted_mean - e_app) < 1e-8
assert abs(np.sqrt(weighted_var) - SIGMA) < 1e-8

# Uniform barrier distribution with equal mean and variance
nodes, node_weights = np.polynomial.legendre.leggauss(60)
uniform_e = MEAN + np.sqrt(3) * SIGMA * nodes


def uniform_rate(beta):
    return R0 * np.sum(node_weights * np.exp(-beta * uniform_e)) / 2


e_uniform = slope(uniform_rate, B)
boltz = node_weights * np.exp(-B * uniform_e)
assert abs(e_uniform - np.sum(boltz * uniform_e) / np.sum(boltz)) < 1e-6
assert abs(e_uniform - e_app) > 0.005

# Magnitude-equivalent barrier, tangent prefactor, secant, extrapolation
e_magnitude = -np.log(initial / R0) / B
assert abs(e_magnitude - (MEAN - SIGMA**2 * B / 2)) < 1e-8
prefactor_ratio = initial * np.exp(B * e_app) / R0
assert abs(prefactor_ratio - np.exp(-(B * SIGMA)**2 / 2)) < 1e-6
b_cold = 1 / (KB * (const.zero_Celsius + 230))
b_hot = 1 / (KB * (const.zero_Celsius + 270))
e_secant = np.log(mean_rate(b_hot) / mean_rate(b_cold)) / (b_cold - b_hot)
assert abs(e_secant - (MEAN - SIGMA**2 * (b_cold + b_hot) / 2)) < 1e-8
tangent = initial * np.exp(-e_app * (B_ANNEAL - B))
extrapolation = mean_rate(B_ANNEAL) / tangent
expected = np.exp((SIGMA * (B_ANNEAL - B))**2 / 2)
assert abs(extrapolation - expected) < 1e-6

# Finite observation time and finite passivated fraction
depletion = second / initial
closed = R0 * np.exp(-B * MEAN + 1.5 * (B * SIGMA)**2)
assert abs(depletion / closed - 1) < 1e-9
short = 0.1
loss = e_app - slope(lambda b: passivated(b, short), B)
predicted = short / 2 * depletion * (MEAN - 3 * SIGMA**2 * B)
assert abs(loss / predicted - 1) < 0.03  # next order in time is below 1 %
small = 1e-4
gain = energy_at_fraction(small) - e_app
predicted = small * SIGMA**2 * B * np.exp((SIGMA * B)**2)
assert abs(gain / predicted - 1) < 0.03  # next order in fraction
e_60s = slope(lambda b: passivated(b, 60.0), B)
e_1pc, e_10pc, e_half = [energy_at_fraction(f) for f in (0.01, 0.1, 0.5)]
assert e_app < e_1pc < e_10pc < e_half
assert abs(e_half - MEAN) < 0.2 * (MEAN - e_app)

# Removal of negative barriers, tested where the removal matters
m_t, s_t, b_t = 0.3, 0.1, 25.0


def truncated_rate(beta):
    def integrand(energy):
        return norm.pdf(energy, m_t, s_t) * np.exp(-beta * energy)
    return quad(integrand, 0, 1.5, epsabs=1e-13, epsrel=1e-11)[0]


centre = m_t - s_t**2 * b_t
formula = centre + s_t * norm.pdf(centre / s_t) / norm.cdf(centre / s_t)
assert abs(slope(truncated_rate, b_t) - formula) < 1e-6
assert formula - centre > 0.02
ratio = e_app / SIGMA
log_tail = np.log(SIGMA) + norm.logpdf(ratio) - norm.logcdf(ratio)
log_tail /= np.log(10)
t_three_sigma = SIGMA**2 / (MEAN - 3 * SIGMA) / KB

# Fixed gas pressure: dissolved density proportional to 1/T
gas_density = const.atm / (const.k * T_MAIN) * 1e-6
solubility_ratio = H2 / gas_density


def fixed_pressure_rate(beta):
    density = solubility_ratio * const.atm * beta / const.e * 1e-6
    return mean_rate(beta) * density / H2


pressure_shift = slope(fixed_pressure_rate, B) - e_app
assert abs(pressure_shift + 1 / B) < 1e-6

# Tunnelling: thermal average of transmission through a parabolic top
QUANTUM = 0.10


def tunnel_factor(beta):
    def integrand(x):
        return beta * np.exp(-beta * x) * expit(2 * np.pi * x / QUANTUM)
    options = dict(epsabs=1e-13, epsrel=1e-11, limit=200)
    return quad(integrand, -1.2, 0, **options)[0] + quad(
        integrand, 0, 1.8, **options)[0]


half_angle = B * QUANTUM / 2
kappa = tunnel_factor(B)
assert abs(kappa - half_angle / np.sin(half_angle)) < 1e-7
tunnel_shift = slope(tunnel_factor, B)

# Diffusion through oxide and dissociation of passivated bonds
OXIDE_NM, D0, E_DIFF = 100.0, 6e-4, 0.45
diffusion_time = (OXIDE_NM * 1e-7)**2 / (D0 * np.exp(-B * E_DIFF))
NU_DISS, E_DISS, S_DISS = 1e13, 2.8, 0.1


def dissociation_rate(beta):
    return NU_DISS * average(np.exp(-beta * (E_DISS + S_DISS * Z)))


# Scatter of the initial rate between small devices
DEFECTS, SIDE_NM = 1e12, 100.0
count = int(round(DEFECTS * (SIDE_NM * 1e-7)**2))
scatter = np.sqrt((second / initial**2 - 1) / count)
rng = np.random.default_rng(7)
samples = np.exp(-B * SIGMA * rng.standard_normal((20000, count)))
device_means = samples.mean(axis=1)
sampled = device_means.std() / device_means.mean()
assert abs(sampled / scatter - 1) < 0.10  # heavy-tailed sampling noise


def show(label, value, unit, form=".4f"):
    print(f"{label}: {value:{form}} {unit}")


show("Mean barrier", MEAN, "eV", ".2f")
show("Barrier standard deviation", SIGMA, "eV", ".2f")
show("Bimolecular prefactor k0", K0, "cm3/s", ".1e")
show("Dissolved H2 density", H2, "cm^-3", ".1e")
show("Prefactor r0 = k0*[H2]", R0, "1/s", ".2e")
show("Gas density at 760 Torr, 250 C", gas_density, "cm^-3", ".2e")
show("Dissolved/gas density ratio", solubility_ratio, "", ".3f")
for name, temp in (("250 C", T_MAIN), ("400 C", T_ANNEAL)):
    b = 1 / (KB * temp)
    print(f"--- {name} = {temp:.2f} K")
    show("kT", 1 / b, "eV", ".5f")
    show("sigma/kT", SIGMA * b, "", ".3f")
    show("Rate at the mean barrier", R0 * np.exp(-b * MEAN), "1/s", ".3e")
    show("Initial average rate", mean_rate(b), "1/s", ".3e")
    show("Average/mean-barrier rate",
         mean_rate(b) / (R0 * np.exp(-b * MEAN)), "", ".3f")
    show("Shift sigma^2/kT", SIGMA**2 * b, "eV")
    show("Apparent energy, numerical slope", slope(mean_rate, b), "eV")
    show("Mean dissociation/passivation rate",
         dissociation_rate(b) / mean_rate(b), "", ".1e")
print("--- Further results at 250 C")
show("Magnitude-equivalent barrier", e_magnitude, "eV")
show("Tangent prefactor / r0", prefactor_ratio, "", ".3f")
show("Two-point slope, 230 and 270 C", e_secant, "eV")
show("True/extrapolated rate at 400 C", extrapolation, "", ".3f")
show("Rate-weighted barrier width", np.sqrt(weighted_var), "eV")
show("Depletion time <r>/<r^2>", 1 / depletion, "s", ".0f")
show("Passivated fraction after 60 s", passivated(B, 60.0), "", ".4f")
show("Energy from fraction at 60 s", e_60s, "eV")
show("Energy from time to 1 percent", e_1pc, "eV")
show("Energy from time to 10 percent", e_10pc, "eV")
show("Energy from time to 50 percent", e_half, "eV")
print("--- Neglected effects at 250 C, rough trial inputs")
show("log10(negative-tail shift / 1 eV)", log_tail, "", ".0f")
show("T where E_app = 3 sigma", t_three_sigma, "K", ".1f")
show("Apparent energy, uniform barriers", e_uniform, "eV")
show("Shift at fixed gas pressure", pressure_shift, "eV")
show("Barrier-top quantum (input)", QUANTUM, "eV", ".2f")
show("Tunnelling rate factor", kappa, "", ".3f")
show("Tunnelling shift of energy", tunnel_shift, "eV")
print(f"Diffusion inputs: {OXIDE_NM:.0f} nm, {D0:.0e} cm2/s, {E_DIFF} eV")
show("H2 diffusion time through oxide", diffusion_time, "s", ".1e")
print(f"Dissociation inputs: {NU_DISS:.0e} 1/s, {E_DISS} eV, {S_DISS} eV")
print(f"Device: {SIDE_NM:.0f} nm square, {DEFECTS:.0e} cm^-2, {count} defects")
show("Relative device-to-device scatter", scatter, "", ".3f")
print("tests ok")
```

It prints:

```
Mean barrier: 1.50 eV
Barrier standard deviation: 0.06 eV
Bimolecular prefactor k0: 1.0e-07 cm3/s
Dissolved H2 density: 3.0e+17 cm^-3
Prefactor r0 = k0*[H2]: 3.00e+10 1/s
Gas density at 760 Torr, 250 C: 1.40e+19 cm^-3
Dissolved/gas density ratio: 0.021 
--- 250 C = 523.15 K
kT: 0.04508 eV
sigma/kT: 1.331 
Rate at the mean barrier: 1.064e-04 1/s
Initial average rate: 2.579e-04 1/s
Average/mean-barrier rate: 2.425 
Shift sigma^2/kT: 0.0799 eV
Apparent energy, numerical slope: 1.4201 eV
Mean dissociation/passivation rate: 4.8e-10 
--- 400 C = 673.15 K
kT: 0.05801 eV
sigma/kT: 1.034 
Rate at the mean barrier: 1.765e-01 1/s
Initial average rate: 3.014e-01 1/s
Average/mean-barrier rate: 1.707 
Shift sigma^2/kT: 0.0621 eV
Apparent energy, numerical slope: 1.4379 eV
Mean dissociation/passivation rate: 1.6e-07 
--- Further results at 250 C
Magnitude-equivalent barrier: 1.4601 eV
Tangent prefactor / r0: 0.412 
Two-point slope, 230 and 270 C: 1.4200 eV
True/extrapolated rate at 400 C: 1.045 
Rate-weighted barrier width: 0.0600 eV
Depletion time <r>/<r^2>: 660 s
Passivated fraction after 60 s: 0.0149 
Energy from fraction at 60 s: 1.3727 eV
Energy from time to 1 percent: 1.4241 eV
Energy from time to 10 percent: 1.4447 eV
Energy from time to 50 percent: 1.4956 eV
--- Neglected effects at 250 C, rough trial inputs
log10(negative-tail shift / 1 eV): -123 
T where E_app = 3 sigma: 31.6 K
Apparent energy, uniform barriers: 1.4391 eV
Shift at fixed gas pressure: -0.0451 eV
Barrier-top quantum (input): 0.10 eV
Tunnelling rate factor: 1.239 
Tunnelling shift of energy: -0.0202 eV
Diffusion inputs: 100 nm, 6e-04 cm2/s, 0.45 eV
H2 diffusion time through oxide: 3.6e-03 s
Dissociation inputs: 1e+13 1/s, 2.8 eV, 0.1 eV
Device: 100 nm square, 1e+12 cm^-2, 100 defects
Relative device-to-device scatter: 0.221 
tests ok
```
